# Thermal broadening of a MoS2 Raman mode by two-phonon decay: test program

```python
"""
Result under test: a phonon that decays into two phonons of half its frequency
has an anharmonic linewidth (full width at half maximum, FWHM)
    width(T) / width(0) = 1 + 2 n(half frequency) = coth(h c k / (4 kB T)),
about 2.3 for wavenumber k = 385 cm^-1 at T = 300 K.
n is the Bose occupation, h Planck's constant, c the speed of light and
kB Boltzmann's constant. Wavenumbers are in cm^-1, temperatures in K.
The tests use oscillator matrices, a master equation for the phonon number,
and diagonalization of one mode coupled to a dense set of phonon pairs.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

KELVIN_PER_CM = const.h * const.c * 100.0 / const.k
MEV_PER_CM = const.h * const.c * 100.0 / const.e * 1000.0


def bose(wavenumber, temperature):
    return 1.0 / np.expm1(KELVIN_PER_CM * wavenumber / temperature)


def width_ratio(wavenumber, temperature):
    return 1.0 / np.tanh(KELVIN_PER_CM * wavenumber / (4.0 * temperature))


def matrix_moments(wavenumber, temperature, levels=200):
    """Thermal means of (b b^dagger, b^dagger b) from explicit matrices."""
    lower = np.diag(np.sqrt(np.arange(1.0, levels)), 1)
    number = np.arange(levels)
    if temperature == 0:
        weights = (number == 0).astype(float)
    else:
        weights = np.exp(-KELVIN_PER_CM * wavenumber * number / temperature)
    weights /= weights.sum()
    emission = np.sum(weights * np.diag(lower @ lower.T))
    absorption = np.sum(weights * np.diag(lower.T @ lower))
    return emission, absorption


def decay_factor(final_wavenumbers, temperature):
    """Forward minus reverse thermal factor for decay into given phonons."""
    moments = [matrix_moments(k, temperature) for k in final_wavenumbers]
    forward = np.prod([m[0] for m in moments])
    reverse = np.prod([m[1] for m in moments])
    return forward - reverse


def pair_bath_decay(thermal_factor):
    """Population decay rate and spectral FWHM, in units of the
    zero-temperature golden-rule rate, from diagonalization (hbar = 1)."""
    pair_energies = np.linspace(-100.0, 100.0, 1601)
    spacing = pair_energies[1] - pair_energies[0]
    coupling = np.sqrt(spacing / (2.0 * np.pi))
    size = len(pair_energies) + 1
    matrix = np.zeros((size, size))
    matrix[np.arange(1, size), np.arange(1, size)] = pair_energies
    matrix[0, 1:] = matrix[1:, 0] = coupling * np.sqrt(thermal_factor)
    energies, vectors = np.linalg.eigh(matrix)
    weights = vectors[0] ** 2
    times = np.linspace(0.0, 30.0, 3001)
    amplitude = np.exp(-1j * np.outer(times, energies)) @ weights
    population = np.abs(amplitude) ** 2
    rate = np.log(population[100] / population[200]) / (times[200] - times[100])
    step = times[1] - times[0]

    def spectrum(frequency):
        values = (amplitude * np.exp(1j * frequency * times)).real
        return step * (values.sum() - 0.5 * (values[0] + values[-1]))

    half_height = 0.5 * spectrum(0.0)
    half_width = brentq(lambda f: spectrum(f) - half_height, 0.0, 5.0)
    return rate, 2.0 * half_width


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Inputs of the worked example
mode = 385.0
temp = 300.0
width_zero = 1.0
half = mode / 2.0
x = KELVIN_PER_CM * half / temp
y = x / 2.0
n_half = bose(half, temp)
ratio = width_ratio(mode, temp)

# Thermal factor: explicit matrices against the closed formula
for test_temp in (77.0, 150.0, 300.0, 500.0):
    assert abs(decay_factor([half, half], test_temp)
               - width_ratio(mode, test_temp)) < 1e-9
assert abs(decay_factor([half, half], 0) - 1.0) < 1e-12
assert abs(ratio - 2.3) < 0.05

# Master equation: relaxation rate and equilibrium number of the mode
emission, absorption = matrix_moments(half, temp)
forward, reverse = emission ** 2, absorption ** 2
levels = 60
generator = np.zeros((levels, levels))
for number in range(levels):
    if number > 0:
        generator[number - 1, number] += number * forward
        generator[number, number] -= number * forward
    if number < levels - 1:
        generator[number + 1, number] += (number + 1) * reverse
        generator[number, number] -= (number + 1) * reverse
start = np.zeros(levels)
start[3] = 1.0
numbers = np.arange(levels)
duration = 0.5
mean_later = numbers @ (expm(generator * duration) @ start)
mean_final = numbers @ (expm(generator * 15.0) @ start)
master_rate = np.log((3.0 - mean_final) / (mean_later - mean_final)) / duration
assert abs(mean_final - bose(mode, temp)) < 1e-7
assert abs(master_rate - ratio) < 1e-6

# Dense set of pairs; the finite band shifts widths by less than one percent
rate_cold, fwhm_cold = pair_bath_decay(decay_factor([half, half], 0))
rate_warm, fwhm_warm = pair_bath_decay(decay_factor([half, half], temp))
assert abs(rate_cold - 1.0) < 0.01
assert abs(fwhm_cold - 1.0) < 0.01
assert abs(rate_warm / ratio - 1.0) < 0.015
assert abs(fwhm_warm / ratio - 1.0) < 0.015
assert abs(fwhm_warm / fwhm_cold / ratio - 1.0) < 0.01

# Limits, and the smallest ratio among all splits of the same energy
classical = 1.0 / y
corrected = 1.0 / y + y / 3.0
assert abs(corrected - ratio) < y ** 3 / 45.0
assert abs(width_ratio(mode, 4.0) - 1.0) < 1e-12
first_parts = np.linspace(50.0, mode - 50.0, 58 * 2 + 1)
split_factors = [decay_factor([k, mode - k], temp) for k in first_parts]
best_split = first_parts[int(np.argmin(split_factors))]
assert abs(best_split - half) < 1e-9

# Illustrative sizes of neglected effects
part_a, part_b = 150.0, 235.0
unequal = decay_factor([part_a, part_b], temp)
assert abs(unequal - (1 + bose(part_a, temp) + bose(part_b, temp))) < 1e-9
softening, heating, background = 4.0, 20.0, 1.0
softened = width_ratio(mode - softening, temp)
heated = width_ratio(mode, temp + heating)
with_background = (width_zero * ratio + background) / (width_zero + background)
share = 0.05
three_factor = decay_factor([mode / 3.0] * 3, temp)
n_third = bose(mode / 3.0, temp)
assert abs(three_factor - (1 + 3 * n_third + 3 * n_third ** 2)) < 1e-8
with_three = (1.0 - share) * ratio + share * three_factor
partner = 60.0
partner_up, partner_down = matrix_moments(partner, temp)
product_up, product_down = matrix_moments(mode + partner, temp)
up_factor = partner_down * product_up - partner_up * product_down
assert abs(up_factor - (bose(partner, temp) - bose(mode + partner, temp))) < 1e-9
with_up = ratio + share * up_factor
gap_ev = 1.8


def lifetime_ps(width):
    return 1e12 / (2.0 * np.pi * const.c * 100.0 * width)


show("Mode wavenumber", mode, "cm^-1", 1)
show("Mode energy", mode * MEV_PER_CM, "meV", 2)
show("Wavenumber of each final phonon", half, "cm^-1", 1)
show("Temperature", temp, "K", 0)
show("Thermal energy kB T as wavenumber", temp / KELVIN_PER_CM, "cm^-1", 2)
show("x = final phonon energy / kB T", x)
show("exp(x)", np.exp(x))
show("Occupation of each final phonon", n_half)
show("Linewidth ratio 300 K to zero temperature", ratio)
show("Forward factor (1+n)^2, reverse process omitted", forward)
show("Reverse factor n^2", reverse)
show("Wrong ratio with full frequency, 1+2n(mode)", 1 + 2 * bose(mode, temp))
show("Master equation: relaxation rate ratio", master_rate)
show("Master equation: final mean phonon number", mean_final)
show("Bose occupation of the mode", bose(mode, temp))
show("Pair bath: decay rate, zero temperature / golden rule", rate_cold)
show("Pair bath: FWHM, zero temperature / golden rule", fwhm_cold)
show("Pair bath: decay rate, 300 K / golden rule at zero", rate_warm)
show("Pair bath: FWHM, 300 K / golden rule at zero", fwhm_warm)
show("Pair bath: FWHM ratio 300 K to zero", fwhm_warm / fwhm_cold)
show("y = mode energy / (4 kB T)", y)
show("High-temperature estimate 1/y", classical)
show("High-temperature estimate 1/y + y/3", corrected)
for table_temp in (4.0, 77.0, 150.0, 400.0, 500.0):
    show(f"Linewidth ratio at {table_temp:.0f} K", width_ratio(mode, table_temp))
show("Model anharmonic width at zero temperature", width_zero, "cm^-1", 2)
show("Anharmonic width at 300 K", width_zero * ratio, "cm^-1", 3)
show("Lifetime at zero temperature", lifetime_ps(width_zero), "ps", 2)
show("Lifetime at 300 K", lifetime_ps(width_zero * ratio), "ps", 2)
show("Split with smallest ratio, first phonon", best_split, "cm^-1", 1)
show("Unequal split, first phonon", part_a, "cm^-1", 0)
show("Unequal split, second phonon", part_b, "cm^-1", 0)
show("Ratio for the unequal split", unequal)
show("Assumed mode softening", softening, "cm^-1", 1)
show("Ratio with softened mode", softened)
show("Assumed laser heating", heating, "K", 0)
show("Ratio with laser heating", heated)
show("Assumed constant background width", background, "cm^-1", 1)
show("Ratio of total widths, widths added", with_background)
show("Assumed share of three-phonon decay at zero temperature", share, "", 2)
show("Thermal factor of equal three-phonon decay", three_factor)
show("Ratio with three-phonon share", with_three)
show("Up-conversion: absorbed phonon", partner, "cm^-1", 0)
show("Up-conversion: produced phonon", mode + partner, "cm^-1", 0)
show("Up-conversion: thermal factor", up_factor)
show("Up-conversion: assumed strength / two-phonon decay", share, "", 2)
show("Ratio with up-conversion", with_up)
show("Rough band gap", gap_ev, "eV", 1)
show("Band gap / phonon energy", gap_ev * 1000 / (mode * MEV_PER_CM), "", 1)
print("no test failed")
```

Output:

```
Mode wavenumber: 385.0 cm^-1
Mode energy: 47.73 meV
Wavenumber of each final phonon: 192.5 cm^-1
Temperature: 300 K
Thermal energy kB T as wavenumber: 208.51 cm^-1
x = final phonon energy / kB T: 0.9232
exp(x): 2.5174
Occupation of each final phonon: 0.6590
Linewidth ratio 300 K to zero temperature: 2.3181
Forward factor (1+n)^2, reverse process omitted: 2.7524
Reverse factor n^2: 0.4343
Wrong ratio with full frequency, 1+2n(mode): 1.3747
Master equation: relaxation rate ratio: 2.3181
Master equation: final mean phonon number: 0.1874
Bose occupation of the mode: 0.1874
Pair bath: decay rate, zero temperature / golden rule: 1.0032
Pair bath: FWHM, zero temperature / golden rule: 1.0032
Pair bath: decay rate, 300 K / golden rule at zero: 2.3357
Pair bath: FWHM, 300 K / golden rule at zero: 2.3353
Pair bath: FWHM ratio 300 K to zero: 2.3279
y = mode energy / (4 kB T): 0.4616
High-temperature estimate 1/y: 2.1663
High-temperature estimate 1/y + y/3: 2.3202
Linewidth ratio at 4 K: 1.0000
Linewidth ratio at 77 K: 1.0564
Linewidth ratio at 150 K: 1.3747
Linewidth ratio at 400 K: 3.0029
Linewidth ratio at 500 K: 3.7024
Model anharmonic width at zero temperature: 1.00 cm^-1
Anharmonic width at 300 K: 2.318 cm^-1
Lifetime at zero temperature: 5.31 ps
Lifetime at 300 K: 2.29 ps
Split with smallest ratio, first phonon: 192.5 cm^-1
Unequal split, first phonon: 150 cm^-1
Unequal split, second phonon: 235 cm^-1
Ratio for the unequal split: 2.4288
Assumed mode softening: 4.0 cm^-1
Ratio with softened mode: 2.3393
Assumed laser heating: 20 K
Ratio with laser heating: 2.4532
Assumed constant background width: 1.0 cm^-1
Ratio of total widths, widths added: 1.6590
Assumed share of three-phonon decay at zero temperature: 0.05
Thermal factor of equal three-phonon decay: 8.6742
Ratio with three-phonon share: 2.6359
Up-conversion: absorbed phonon: 60 cm^-1
Up-conversion: produced phonon: 445 cm^-1
Up-conversion: thermal factor: 2.8649
Up-conversion: assumed strength / two-phonon decay: 0.05
Ratio with up-conversion: 2.4613
Rough band gap: 1.8 eV
Band gap / phonon energy: 37.7
no test failed
```
